# Sign of the Force Between Rough Adhesive Surfaces with Exponential Heights, part 1

(Sections cited here and not found follow in the second part.)

## First half: one contact, and many contacts on approach

When two rough wafers are brought together, the tallest bumps touch first. Adhesion pulls at each contact and elastic compression pushes back. The problem is to find whether the net force can change from attraction to repulsion as the surfaces approach, and how the answer depends on the distribution of bump heights.

The model is as follows. A smooth rigid plane faces \(N\) elastic bumps, each a paraboloid of tip radius \(R\). For two elastic bodies the surface displacements add, so both enter through one reduced modulus,

\[
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2},
\]

where \(E_i\) and \(\nu_i\) are Young's moduli and Poisson ratios. Contacts are frictionless and small compared with \(R\). The work of adhesion \(w\) is the energy per area needed to separate the surfaces. Attraction has zero range: a bump feels nothing until it touches. Bumps do not influence one another.

Summit heights \(z\) are measured from the lower edge of their distribution, with probability density

\[
P(z)=\frac1\sigma e^{-z/\sigma},\qquad z\ge0 .
\]

Both the mean and the standard deviation equal \(\sigma\). The plane is at height \(d\), so its separation from the mean summit height is \(d-\sigma\). A bump has indentation \(\delta=z-d\), and repulsion is positive. "Approach" means that \(d\) falls steadily from a position above all summits. \(F(d)\) is the mean total force, which represents a single interface when many bumps touch.

### (a) The flat punch

A point load \(P\) on an elastic half-space gives a normal surface displacement \(P/(\pi E^*s)\) at distance \(s\), summed over both bodies. Find the pressure that displaces a disc of radius \(a\) uniformly by \(\delta\), the total load, and the displacement outside the disc.

**Solution.** Try \(p(\rho)=C/\sqrt{a^2-\rho^2}\), where \(\rho\) is the distance from the centre. Use polar coordinates \((s,\varphi)\) centred on the point where the displacement \(u\) is wanted. The area element \(s\,ds\,d\varphi\) cancels the \(1/s\) of the point-load formula:

\[
u=\frac1{\pi E^*}\int d\varphi\int p\,ds .
\]

The inner integrals run along chords of the disc. On a chord of half-length \(L\), with \(q\) measured from its midpoint, \(a^2-\rho^2=L^2-q^2\). Hence

\[
\int_{-L}^{L}\frac{C\,dq}{\sqrt{L^2-q^2}}=\pi C
\]

for every chord. From an interior point, the chords cover directions from \(0\) to \(\pi\), so \(u=\pi C/E^*\), the same everywhere. Setting \(u=\delta\) gives \(C=E^*\delta/\pi\). The load is

\[
\int_0^a\frac{2\pi\rho\,C\,d\rho}{\sqrt{a^2-\rho^2}}=2\pi Ca=2E^*a\delta .
\]

From an outside point at distance \(r\), lines meet the disc within an angle \(\arcsin(a/r)\) on either side of the centre. The angular range is \(2\arcsin(a/r)\), and therefore

\[
u(r)=\frac{2\delta}{\pi}\arcsin\frac ar,\qquad r>a .
\]

### (b) A curved tip without adhesion

Build the contact of a parabolic tip from flat punches of growing radius \(b\). Show that the indentation is \(a^2/R\) at contact radius \(a\), and find the load.

**Solution.** Let the indentation advance as \(\delta(b)=b^2/R\), so each step is \(d\delta=2b\,db/R\). A point at radius \(r<a\) lies outside the punch while \(b<r\), and inside it afterwards. Its displacement is

\[
u(r)=\int_0^r\frac2\pi\arcsin\!\left(\frac br\right)\frac{2b}{R}\,db+\frac{a^2-r^2}{R}.
\]

With \(b=rt\), the first term is \((4r^2/\pi R)\int_0^1t\arcsin t\,dt\). Integration by parts gives

\[
\int_0^1t\arcsin t\,dt=\frac\pi4-\frac12\int_0^1\frac{t^2dt}{\sqrt{1-t^2}}
=\frac\pi4-\frac\pi8=\frac\pi8 .
\]

The first term is therefore \(r^2/(2R)\), and \(u(r)=a^2/R-r^2/(2R)\). This is the shape required for a closed contact.

Outside the contact the gap must stay open. At fixed \(r\), the gap closes at \(b=r\), and its derivative with respect to \(b\) is \([-1+(2/\pi)\arcsin(b/r)]\,2b/R<0\) for \(b<r\). It is therefore positive before closure. The load is the sum of the punch loads:

\[
F_H(a)=\int_0^a2E^*b\,\frac{2b}{R}\,db=\frac{4E^*a^3}{3R}.
\]

### (c) The same tip with adhesion

Find the contact radius and force at given \(\delta\) by minimising elastic plus surface energy. Determine what happens at first touch and at loss of contact.

**Solution.** Reach radius \(a\) as in (b), then hold the contact area fixed and change the indentation by \(q=\delta-a^2/R\). The second step is a flat-punch displacement, so

\[
F=F_H(a)+2E^*aq .
\]

The work done in the two steps, less the surface energy gained, is

\[
U=\frac{8E^*a^5}{15R^2}+\frac{4E^*a^3}{3R}q+E^*aq^2-\pi wa^2 .
\]

The first term is \(\int_0^aF_H(b)\,2b\,db/R\). At fixed \(\delta\), \(dq/da=-2a/R\). Differentiation gives

\[
\frac{dU}{da}=\frac{8E^*a^4}{3R^2}+\frac{4E^*a^2q}{R}-\frac{8E^*a^4}{3R^2}
+E^*q^2-\frac{4E^*a^2q}{R}-2\pi wa .
\]

Four terms cancel in pairs, leaving \(dU/da=E^*q^2-2\pi wa\). A minimum also needs a positive second derivative, \(-4E^*aq/R-2\pi w>0\), which requires \(q<0\). Thus

\[
\delta=\frac{a^2}{R}-\sqrt{\frac{2\pi wa}{E^*}},\qquad
F=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}.
\]

These are the Johnson–Kendall–Roberts, or JKR, relations. Define

\[
a_0^3=\frac{2\pi wR^2}{E^*},\quad
\delta_a=\frac{a_0^2}{R}=\left(\frac{2\pi w}{E^*}\right)^{2/3}\!R^{1/3},\quad
x=\frac a{a_0},\quad F_0=4\pi wR .
\]

Since \(4E^*a_0^3/(3R)=2F_0/3\) and \(\sqrt{8\pi wE^*a_0^3}=F_0\), the relations become

\[
\frac{\delta}{\delta_a}=\Delta(x)=x^2-\sqrt x,\qquad
\frac F{F_0}=g(x)=\frac23x^3-x^{3/2}.
\]

At first touch \(\delta=0\), and \(dU/da=2\pi wa(x^3-1)\) is negative for \(0<x<1\). No energy barrier stops the contact from growing at once to \(x=1\), where \(g=-1/3\). The new contact pulls with force \(4\pi wR/3\).

The second-derivative condition becomes \(8\pi wx^{3/2}>2\pi w\), or \(x^{3/2}>1/4\). On retreat at controlled displacement, contact is lost at equality. There

\[
\Delta=\sqrt x\,(x^{3/2}-1)=-\frac34\,4^{-1/3}=-0.4725 .
\]

A bump that has touched can thus be stretched by \(\delta_c=0.4725\,\delta_a\) before it lets go. The force depends on history between \(\delta=-\delta_c\) and \(\delta=0\).

On the stable branch \(\Delta\) grows with \(x\), so the force can be written as a function of indentation, \(G(\Delta)=g(x)\). It vanishes at \(x^{3/2}=3/2\), where

\[
\Delta_0=\tfrac12\left(\tfrac32\right)^{1/3}=0.5724 .
\]

Below \(\Delta_0\) the bump pulls, and above it the bump pushes.

### (d) The sum over heights

For \(d\ge0\), find how the total force on approach depends on \(d\). Can its sign change in this range?

**Solution.** Bumps with \(z\ge d\) have touched. Write \(f(\delta)\) for the force of one bump and substitute \(z=d+\delta\):

\[
F(d)=\frac N\sigma\int_d^\infty f(z-d)e^{-z/\sigma}dz
=Ne^{-d/\sigma}\frac1\sigma\int_0^\infty f(\delta)e^{-\delta/\sigma}d\delta .
\]

The remaining integral does not contain \(d\). With \(s=\delta_a/\sigma\),

\[
F(d)=NF_0e^{-d/\sigma}J(s),\qquad
J(s)=s\int_0^\infty G(\Delta)e^{-s\Delta}d\Delta .
\]

The sign is that of \(J(s)\), which is fixed by the surfaces and not by their separation. There is no crossover for \(d\ge0\), which means for separations from the mean summit height down to \(-\sigma\).

The cause is a property of the exponential. Among the bumps that touch, the distribution of indentation is \(e^{-\delta/\sigma}/\sigma\) at every \(d\ge0\). Approach compresses the old contacts, but it also adds fresh, adhesive ones in the proportion that keeps this distribution unchanged. The number of contacts grows while the mean force per contact, \(F_0J\), stays constant.

The argument does not need the JKR form of \(f\). It is enough that the force depends on \(\delta\) alone along the approach and vanishes before touching.

### (e) Which surfaces attract?

Show that \(J\) changes sign once as \(s\) varies. Find the critical value and the limits of very rough and very smooth surfaces.

**Solution.** Integrate by parts, using \(x\) as the variable. The boundary term at infinity vanishes because the exponential outweighs \(x^3\). At the lower limit \(x=1\) and \(g=-1/3\), so

\[
J(s)=-\frac13+\int_1^\infty\left(2x^2-\frac32\sqrt x\right)e^{-s(x^2-\sqrt x)}dx .
\]

For \(x>1\), both the bracket and \(x^2-\sqrt x\) are positive. The integrand therefore falls as \(s\) grows, and \(J\) decreases strictly. It tends to \(+\infty\) as \(s\to0\), because the bracket alone has a divergent integral, and to \(-1/3\) as \(s\to\infty\). It has one zero. Adaptive numerical quadrature with a bracketing root search places it at

\[
s_c=2.063 .
\]

For \(\sigma<\delta_a/s_c\) the interface attracts throughout \(d\ge0\), and for \(\sigma>\delta_a/s_c\) it repels. At equality the mean force is zero throughout that range, although individual contacts still push and pull.

For large \(s\), heights vary little compared with \(\delta_a\). Nearly all contacts are newly formed, and the mean force per contact tends to \(-4\pi wR/3\).

For small \(s\), set \(x=y/\sqrt s\). The exponent becomes \(-y^2+s^{3/4}\sqrt y\), whose second term disappears in the limit. To leading order,

\[
J\simeq s^{-3/2}\int_0^\infty2y^2e^{-y^2}dy=\frac{\sqrt\pi}{2}s^{-3/2}.
\]

Since \(\delta_a^{3/2}=2\pi w\sqrt R/E^*\), the force per contact becomes \(F_0J=\sqrt\pi\,E^*\sqrt R\,\sigma^{3/2}\). The work of adhesion has cancelled, as it should for surfaces so rough that compression dominates.

## Second half: where the rule ends, and a germanium example

The symbols needed from the first half are these. The plane is at height \(d\) above the lower edge of the summit heights, whose density is \(e^{-z/\sigma}/\sigma\). The force unit is \(F_0=4\pi wR\), the adhesive length is \(\delta_a=(2\pi w/E^*)^{2/3}R^{1/3}\), and \(s=\delta_a/\sigma\). One bump at indentation \(\delta=\delta_a\Delta\) exerts \(F_0G(\Delta)\). This is negative below \(\Delta_0=0.5724\), positive above, and equal to \(-F_0/3\) at first touch. A touched bump holds until \(\Delta=-\Delta_c\), with \(\Delta_c=0.4725\) and \(\delta_c=\Delta_c\delta_a\). On approach with \(d\ge0\),

\[
F=NF_0e^{-d/\sigma}J(s),\qquad J(s)=s\int_0^\infty G(\Delta)e^{-s\Delta}d\Delta ,
\]

and \(J\) is positive for \(s<s_c=2.063\) and negative for \(s>s_c\).

### (f) Closing under no load, and passing the edge

What does an interface with \(J<0\) do if no external force holds it? Find the sign of the force when the plane passes below the edge, \(d<0\).

**Solution.** For \(d\ge0\), the stiffness along the approach is

\[
-\frac{dF}{dd}=\frac F\sigma .
\]

If \(J<0\) it is negative: each step closer strengthens the attraction. There is no load-free state at finite \(d\ge0\), and the interface closes towards the edge.

Past the edge, put \(d=-y\delta_a\) with \(y>0\). Every bump now touches, and the smallest indentation is \(y\delta_a\). The total force is \(F=NF_0H(y)\), where

\[
H(y)=s\int_y^\infty G(\Delta)e^{-s(\Delta-y)}d\Delta,\qquad H(0)=J(s).
\]

Differentiate, including the lower limit, and then integrate \(H\) by parts:

\[
H'(y)=s[H(y)-G(y)]
=s\int_y^\infty\frac{dG}{d\Delta}e^{-s(\Delta-y)}d\Delta>0 .
\]

The sign follows because \(G\) increases for \(\Delta\ge0\). Physically, no fresh contacts remain to be added, so further approach can only compress those already present.

At \(y=\Delta_0\) every bump pushes except one of zero force at the edge, so \(H>0\). If \(J<0\), the force therefore has one crossover, between \(y=0\) and \(y=\Delta_0\). If \(J\ge0\), the force is positive for all \(y>0\).

The absence of a crossover is thus a property of the range \(d\ge0\), and not of every separation. For \(J<0\) the crossover is the load-free state of the closed interface. It is stable in both directions: all bumps remain attached for small displacements, so closing and opening follow the same rising force curve.

### (g) Reversing the motion

The plane stops at \(d_m\ge0\) and retreats. Find the force and decide when its sign changes.

For exponential heights, the sign of the force on approach is fixed by \(s\) throughout \(d\ge0\), and an interface that attracts there crosses to repulsion once, past the edge. The solution for retreat remains, followed by Gaussian heights, the germanium example and the effects the model leaves out.

All numerical values are calculated from the stated model.
